# Why a Gaussian Implant Stays Gaussian During Constant-Diffusivity Annealing

## A thin sheet of dopant

Suppose first that all implanted atoms sit at one depth $R_p$, with $Q$ atoms per unit area. During an anneal they wander to both sides. If $C(x,t)$ is the concentration at depth $x$, the flux towards larger $x$ is $J=-D\,\partial C/\partial x$ (Fick's law), and conservation of atoms requires $\partial C/\partial t=-\partial J/\partial x$. When the diffusivity $D$ is the same at every depth and concentration, it can be taken outside the derivative:

$$\frac{\partial C}{\partial t}=D\,\frac{\partial^2 C}{\partial x^2}. \qquad (1)$$

For the sheet, a solution is

$$C(x,t)=\frac{Q}{\sqrt{4\pi Dt}}\,e^{-s^2/4Dt},\qquad s=x-R_p. \qquad (2)$$

To see this, differentiate. The prefactor varies as $t^{-1/2}$ and the exponent as $-1/t$, so

$$\frac{\partial C}{\partial t}=\left(-\frac{1}{2t}+\frac{s^2}{4Dt^2}\right)C .$$

In space, $\partial C/\partial x=-(s/2Dt)\,C$, and a second derivative gives

$$\frac{\partial^2 C}{\partial x^2}=\left(-\frac{1}{2Dt}+\frac{s^2}{4D^2t^2}\right)C .$$

Multiplying the last line by $D$ reproduces the time derivative. As $t\to0$ the profile narrows to the sheet while its area stays $Q$.

A Gaussian of variance $\sigma^2$ has the exponent $-s^2/2\sigma^2$. Comparison with (2) shows that the sheet has become a Gaussian of variance $2Dt$.

Now take an implant that is already Gaussian, with standard deviation $\sigma_0$, called the straggle. It looks just like a sheet that has diffused for a time $t_0=\sigma_0^2/2D$. Equation (1) has no memory of how a profile was made, so a further anneal of length $t$ continues the same spreading. The variance becomes $2D(t_0+t)=\sigma_0^2+2Dt$.

## The general statement

The as-implanted profile is taken to be

$$C(x,0)=\frac{Q}{\sqrt{2\pi}\,\sigma_0}\,e^{-(x-R_p)^2/2\sigma_0^2}, \qquad (3)$$

where $Q$ is the dose and $R_p$ the projected range, which is here the mean depth. The material is first treated as infinite in both directions. No atoms are created, trapped or lost, and $C$ and its slope vanish rapidly far from the implant. Then

$$C(x,t)=\frac{Q}{\sqrt{2\pi}\,\sigma(t)}\,e^{-(x-R_p)^2/2\sigma^2(t)},\qquad \sigma^2(t)=\sigma_0^2+2Dt. \qquad (4)$$

The argument with the earlier sheet shows that (4) is a solution. The Fourier transform shows that it is the one that follows from (3), and it also tells what happens to other shapes.

## Derivation by Fourier transform

Define $F(k,t)=\int_{-\infty}^{\infty}C(x,t)\,e^{-ikx}dx$. Integrating by parts once moves a derivative from $C$ to the exponential. The boundary term vanishes, and the two minus signs combine to give

$$\int\frac{\partial C}{\partial x}e^{-ikx}dx=ik\,F .$$

A second derivative brings another factor $ik$, and $(ik)^2=-k^2$. Equation (1) therefore becomes an ordinary equation for each $k$:

$$\frac{\partial F}{\partial t}=-Dk^2F,\qquad F(k,t)=F(k,0)\,e^{-Dk^2t}. \qquad (5)$$

Fine structure, which has large $k$, fades fastest. The value at $k=0$, which is the dose, does not change.

Next we need $F(k,0)$. Write $x=R_p+s$ and call the Gaussian $g(s)$. The shift gives a factor $e^{-ikR_p}$, leaving $H(k)=\int g(s)e^{-iks}ds$. Since $g'=-(s/\sigma_0^2)g$, we have $s\,g=-\sigma_0^2g'$, and so

$$\frac{dH}{dk}=\int(-is)\,g\,e^{-iks}ds=i\sigma_0^2\int g'e^{-iks}ds=i\sigma_0^2(ik)H=-\sigma_0^2k\,H .$$

With $H(0)=Q$ the solution is $H=Q\,e^{-\sigma_0^2k^2/2}$. Inserting this in (5) gives

$$F(k,t)=Q\,e^{-ikR_p}\,e^{-k^2\sigma_0^2/2}\,e^{-k^2Dt}=Q\,e^{-ikR_p}\,e^{-k^2(\sigma_0^2+2Dt)/2}. \qquad (6)$$

The factor 2 in $2Dt$ comes from writing $Dt$ as $(2Dt)/2$, to match the one half in the transform of a Gaussian. Equation (6) is the transform of a Gaussian with dose $Q$, mean $R_p$ and variance $\sigma_0^2+2Dt$. Two continuous, integrable functions with the same transform are equal, so (4) follows.

## What belongs to diffusion and what to the Gaussian

The growth of the variance does not need a Gaussian. Multiply (1) by powers of $x$ and integrate by parts, with vanishing boundary terms:

$$\frac{d}{dt}\int C\,dx=0,\qquad \frac{d}{dt}\int xC\,dx=-D\int\frac{\partial C}{\partial x}dx=0,$$

$$\frac{d}{dt}\int x^2C\,dx=-2D\int x\frac{\partial C}{\partial x}dx=2D\int C\,dx=2DQ .$$

Dividing by $Q$ shows that the mean is constant and that $\langle x^2\rangle$, and hence the variance, grows at the rate $2D$. This holds for any initial shape with finite variance that decays fast enough.

Whether the shape is Gaussian is a separate question. Let $m_n$ be the $n$th moment about the mean $\bar x$. Expanding the transform in $k$ and taking its logarithm gives

$$\ln\frac{F\,e^{ik\bar x}}{Q}=-\frac{m_2}{2}k^2+\frac{i\,m_3}{6}k^3+\frac{m_4-3m_2^2}{24}k^4+\dots$$

By (5), the anneal adds $-Dtk^2$ to this logarithm. It raises $m_2$ by $2Dt$ and leaves the combination $m_4-3m_2^2$ unchanged. That combination is zero for a Gaussian. The excess kurtosis, $(m_4-3m_2^2)/m_2^2$, therefore shrinks in magnitude as $1/m_2^2$ for any other profile for which it is defined and not zero.

As an example, take a uniform box 174 nm wide, divided into 1 nm cells, with the atoms of each cell counted at its centre. Its variance is 2522.9 nm² and its excess kurtosis is $-1.200$. After an anneal with $2Dt=1800$ nm² the variance is 4322.9 nm², and the excess kurtosis is

$$-1.200\left(\frac{2522.9}{4322.9}\right)^2=-0.409 .$$

The box has moved towards a Gaussian without becoming one.

## Widths, peaks and two limits

It is the variances that add. From $\sigma^2-\sigma_0^2=2Dt$ and $\sigma^2-\sigma_0^2=(\sigma-\sigma_0)(\sigma+\sigma_0)$,

$$\sigma-\sigma_0=\frac{2Dt}{\sigma+\sigma_0}. \qquad (7)$$

For a short anneal, $2Dt\ll\sigma_0^2$, the denominator is close to $2\sigma_0$ and the broadening is about $Dt/\sigma_0$. It is proportional to time, and a wide implant broadens less than a narrow one. For a long anneal, $2Dt\gg\sigma_0^2$, the width approaches $\sqrt{2Dt}$ and the original straggle is forgotten.

The area is fixed, so the peak must fall as the profile widens:

$$C_{\text{peak}}(t)=\frac{Q}{\sqrt{2\pi}\,\sigma(t)},\qquad \frac{C_{\text{peak}}(t)}{C_{\text{peak}}(0)}=\frac{\sigma_0}{\sigma(t)}. \qquad (8)$$

Not every depth loses dopant. Differentiating (4) twice in $x$ and using (1) gives

$$\frac{\partial C}{\partial t}=\frac{D}{\sigma^2}\left(\frac{(x-R_p)^2}{\sigma^2}-1\right)C .$$

At any moment the concentration falls within one standard deviation of the mean depth and rises outside it.

## A worked example

Take round model parameters, not tied to a material: $Q=10^{14}$ cm⁻², $R_p=300$ nm, $\sigma_0=50$ nm, $D=2.5\times10^{-15}$ cm²/s and $t=3600$ s. Since 1 cm² is $10^{14}$ nm², the diffusivity is 0.25 nm²/s. Then

$$2Dt=2\times0.25\times3600=1800\ \text{nm}^2,$$

$$\sigma=\sqrt{2500+1800}\ \text{nm}=\sqrt{4300}\ \text{nm}=65.6\ \text{nm}.$$

The width has grown by 15.6 nm, although $\sqrt{2Dt}$ is 42.4 nm. Adding that length to $\sigma_0$ would greatly overstate the broadening.

For the initial peak, $\sigma_0$ is $5\times10^{-6}$ cm, and

$$C_{\text{peak}}(0)=\frac{10^{14}}{\sqrt{2\pi}\times5\times10^{-6}}\ \text{cm}^{-3}=7.98\times10^{18}\ \text{cm}^{-3}.$$

The anneal multiplies it by $50/65.57=0.7625$, which leaves $6.08\times10^{18}$ cm⁻³.

## How far is "far from boundaries"?

A wafer has a surface at $x=0$, and (4) places some atoms outside it. Consider a surface that lets no dopant through, so that $\partial C/\partial x=0$ there, and let the initial profile be (3) cut off at $x=0$. Call the resulting concentration $u(x,t)$, and let $G(x,t)$ be the infinite-line Gaussian (4).

Each thin slice of the initial profile spreads like the sheet in (2). With $K(z)=e^{-z^2/4Dt}/\sqrt{4\pi Dt}$, the sum over slices is

$$G(x,t)=\int_{-\infty}^{\infty}K(x-y)\,C(y,0)\,dy .$$

For the wafer, add to each slice at depth $y$ an equal image at $-y$:

$$u(x,t)=\int_0^\infty\left[K(x-y)+K(x+y)\right]C(y,0)\,dy .$$

The sum is even in $x$, so its slope at the surface is zero as required. Splitting the integral for $G$ at $y=0$, replacing $y$ by $-y$ in the negative part and subtracting gives

$$u-G=\int_0^\infty K(x+y)\left[C(y,0)-C(-y,0)\right]dy . \qquad (9)$$

For $R_p>0$ the point $y$ is closer to $R_p$ than $-y$ is, so the bracket is positive. For an upper bound, drop the subtracted term and extend the integral to all $y$. Because $K$ is even, the result is $G$ at the mirrored depth:

$$0\le u(x,t)-G(x,t)\le G(-x,t). \qquad (10)$$

At the surface itself the error can approach $G$, so (4) is not reliable there in relative terms: in the 300 nm example the true surface concentration is almost exactly twice $G(0,t)$. The error is small compared with the peak when $G(0,t)$ is. In the example,

$$G(0,t)=6.08\times10^{18}\,e^{-300^2/(2\times4300)}\ \text{cm}^{-3}=1.73\times10^{14}\ \text{cm}^{-3},$$

more than four orders of magnitude below the peak.

The total excess follows from counting atoms. The wafer keeps all the atoms it had at the start, while $G$ loses to $x<0$ whatever crosses the surface. A Gaussian of width $\sigma$ has the fraction $\tfrac12\,\mathrm{erfc}(R_p/\sqrt2\,\sigma)$ at $x<0$, so

$$\int_0^\infty(u-G)\,dx=\frac Q2\left[\mathrm{erfc}\frac{R_p}{\sqrt2\,\sigma(t)}-\mathrm{erfc}\frac{R_p}{\sqrt2\,\sigma_0}\right]. \qquad (11)$$

In the example $R_p$ is 4.6 final widths, and the excess is $2.4\times10^{-6}$ of the dose. For the surface to be neglected in (4), $R_p$ must be several times the final width $\sigma(t)$. The other assumptions behind (4), a Gaussian start, a constant diffusivity and no trapping or loss of atoms, must hold as well, and real implants often break them. In silicon the diffusivity depends on concentration once the dopant exceeds the intrinsic carrier density at the anneal temperature, which is a few times $10^{18}$ cm⁻³ near 950 °C and so comparable to the peak in the example. Implant damage can raise the diffusivity strongly for a time (transient enhanced diffusion), dopant can cluster or segregate into an oxide, and as-implanted profiles are often skewed. An implant that starts far from the surface does not stay far from it through an unlimited anneal.

If instead the surface removes every atom that reaches it, then $u=0$ there and the image enters with a minus sign. The bracket in (9) becomes $-[C(y,0)+C(-y,0)]$, so the true profile lies below $G$ and the wafer loses dose.

## A shallow implant

Change the range to $R_p=100$ nm and keep everything else, with the surface that lets nothing through. Now $R_p$ is 1.5 final widths. The Gaussian has 2.3% of its dose at $x<0$ before the anneal and 6.4% after it, and the excess (11) is 4.1% of $Q$.

The moments show how the variance law fails. Let $N=\int_0^\infty u\,dx$, which is constant. Integrating by parts from 0 to infinity,

$$\frac{d}{dt}\int_0^\infty x^2u\,dx=-2D\int_0^\infty x\frac{\partial u}{\partial x}dx=2DN,$$

$$\frac{d}{dt}\int_0^\infty xu\,dx=-D\int_0^\infty\frac{\partial u}{\partial x}dx=D\,u(0,t).$$

The boundary terms at $x=0$ vanish because they contain $x$ or $x^2$. Measured from the surface, $\langle x^2\rangle$ still rises by $2Dt$. The mean, however, moves inward, because atoms that would have left are turned back. Since the variance is $\langle x^2\rangle-\langle x\rangle^2$,

$$\Delta(\text{variance})=2Dt-\left[\langle x\rangle_t^2-\langle x\rangle_0^2\right]. \qquad (12)$$

Solving (1) numerically, with 1 nm cells that exchange atoms with their neighbours and a closed face at $x=0$, gives a mean depth of 102.762 nm before the anneal and 105.129 nm after it. The first value exceeds 100 nm because the cut-off removes the part of the Gaussian at $x<0$. The difference of the squares is 492 nm², so the variance rises by $1800-492=1308$ nm², which is 27% less than $2Dt$. For the implant at 300 nm the same calculation gives a rise of 1799.96 nm².

## When the diffusivity is not constant

If $D$ changes with time alone, as in a temperature ramp with uniform heating, (5) becomes $\partial F/\partial t=-D(t)k^2F$. Its solution has $\int_0^tD(t')dt'$ in place of $Dt$. The profile remains Gaussian, and the contributions of successive anneals add.

A diffusivity that depends on concentration is a different matter. Equation (1) must be replaced by

$$\frac{\partial C}{\partial t}=\frac{\partial}{\partial x}\left(D(C)\frac{\partial C}{\partial x}\right)=\frac{\partial^2\Phi}{\partial x^2},\qquad \Phi(C)=\int_0^CD(c)\,dc .$$

Two integrations by parts on the infinite line give $dm_2/dt=(2/Q)\int\Phi\,dx$. As an illustrative model, not the law of any particular dopant, take $D(C)=D_0(1+C/C_0)$, where $C_0$ is the initial peak. Then $\Phi=D_0(C+C^2/2C_0)$ and

$$\frac{dm_2}{dt}=2D_0\left[1+\frac{1}{2QC_0}\int C^2dx\right]>2D_0 .$$

For the initial Gaussian, $\int C^2dx=Q^2/(2\sqrt\pi\,\sigma_0)=QC_0/\sqrt2$, so the starting rate is $2D_0[1+1/(2\sqrt2)]$.

The shape changes too. In the same way $dm_4/dt=(12/Q)\int s^2\Phi\,dx$. The square of the Gaussian has variance $\sigma_0^2/2$, so at the start

$$\frac{dm_4}{dt}=12D_0\sigma_0^2\left[1+\frac{1}{4\sqrt2}\right],$$

$$\frac{d}{dt}(m_4-3m_2^2)=\frac{dm_4}{dt}-6\sigma_0^2\frac{dm_2}{dt}=-\frac{3}{\sqrt2}D_0\sigma_0^2 .$$

The excess kurtosis starts at zero and at once turns negative: the profile leaves the Gaussian family. With $D_0=0.25$ nm²/s and the other values of the 300 nm example, the cell method applied on a line extending well beyond the implant on both sides gives a variance rise of 2325 nm² instead of 1800 nm², and a final excess kurtosis of $-0.23$. The diffusivity is largest at the peak, so the centre spreads more readily than the dilute tails.
